# Shadow Born-Oppenheimer Potential: Exact Gradients and Second-Order Error from One Diagonalization

In a molecular dynamics run with a self-consistent electronic structure, one must decide how many diagonalizations to spend on each time step. Stopping the self-consistency cycle early saves diagonalizations, but the usual energy and force expressions then no longer belong together, and the total energy may drift. The alternative is to change the potential slightly, so that a single diagonalization solves it completely. Two things then matter: whether the force is the gradient of the changed potential, and how far that potential lies from the true one.

## The two potentials

Consider a closed-shell mean-field model in a real, nonorthogonal basis with overlap matrix $S(R)$, where $R$ denotes the nuclear coordinates. The density matrix is $D=2CC^T$ with $C^TSC=1$. The atomic (Mulliken) populations are $q_i=\sum_j D_{ij}S_{ij}$, with one orbital per atom, and the core charges are $z_i$. In hartree atomic units the energy is

$$E(R,D)=\mathrm{Tr}[DH_0]+\tfrac12(q-z)^T\gamma(q-z)+V(R),$$

with a symmetric positive definite interaction $\gamma(R)$. The Born-Oppenheimer potential is $U(R)=\min_D E(R,D)$. The quadratic term is what forces iteration.

Let $n$ be a given set of auxiliary populations, and set $v=\gamma(n-z)$. Writing $q-z=(n-z)+(q-n)$ and multiplying out gives the identity

$$\tfrac12(q-z)^T\gamma(q-z)=\tfrac12(2q-n-z)^Tv+\tfrac12(q-n)^T\gamma(q-n). \qquad (1)$$

The first term on the right is the tangent at $n$: it collects $\tfrac12(n-z)^Tv+(q-n)^Tv$. Keeping it and dropping the last term defines the shadow potential

$$\mathcal U(R,n)=\min_D\left\{\mathrm{Tr}[DH_0]+\tfrac12(2q-n-z)^Tv\right\}+V(R).$$

Since $D$ is symmetric, $q^Tv=\sum_{ij}D_{ij}\tfrac12S_{ij}(v_i+v_j)$. With

$$H_{ij}=(H_0)_{ij}+\tfrac12S_{ij}(v_i+v_j)$$

the expression becomes

$$\mathcal U=\min_D\mathrm{Tr}[DH]-\tfrac12(n+z)^Tv+V. \qquad (2)$$

Here $H$ does not depend on $D$. Solve $Hc_a=\varepsilon_aSc_a$ once, with $c_a^TSc_b=\delta_{ab}$, and write $D=\sum_{ab}p_{ab}c_ac_b^T$. Then $\mathrm{Tr}[DH]=\sum_a\varepsilon_ap_{aa}$ with $0\le p_{aa}\le2$ and a fixed sum of the $p_{aa}$. The minimum doubly fills the lowest levels. One diagonalization therefore gives the minimizer $D[n]$, its populations $q[n]$, and the residual $r=q[n]-n$.

The result to be derived has two parts: the gradient of $\mathcal U$ at fixed $n$ needs no derivative of $D$, and $U-\mathcal U$ is of second order in $r$.

## First derivation: the variational principle

**Gradient.** The admissible density matrices depend on $R$ through $S$. To remove this dependence, write $D=XPX$ with $X=S^{-1/2}$, so that $P/2$ is an ordinary projector. The minimization runs over a fixed set of matrices $P$. If a gap separates occupied and empty levels, the minimizer is unique and smooth in $R$, and its first-order change does not alter the minimum. Hence we may differentiate at fixed $P$, and at fixed $n$:

$$\partial\,\mathrm{Tr}[DH]=\mathrm{Tr}[D\,\partial H]+\mathrm{Tr}[H(\partial X\,X^{-1}D+DX^{-1}\partial X)].$$

Define $Q=2\sum_{a\,\mathrm{occ}}\varepsilon_ac_ac_a^T$. The eigenvalue equation gives $HD=SQ$ and $DH=QS$. With $S=X^{-2}$ and cyclic permutation, the second trace is

$$\mathrm{Tr}[Q(X^{-2}\partial X\,X^{-1}+X^{-1}\partial X\,X^{-2})]=-\mathrm{Tr}[Q\,\partial S],$$

because $\partial S=\partial(X^{-1}X^{-1})$ is minus the bracket.

In $\mathrm{Tr}[D\,\partial H]$, the change $\partial v=\partial\gamma\,(n-z)$ contributes $q^T\partial v$. The second term of (2) contributes $-\tfrac12(n+z)^T\partial v$. Together,

$$\begin{aligned}\frac{\partial\mathcal U}{\partial R}\Big|_n={}&\mathrm{Tr}[D\,\partial H_0]+\sum_{ij}D_{ij}\tfrac12(v_i+v_j)\partial S_{ij}-\mathrm{Tr}[Q\,\partial S]\\&+\tfrac12(2q-n-z)^T\partial\gamma\,(n-z)+\partial V. \qquad (3)\end{aligned}$$

The force is minus this expression. It is the exact gradient at fixed $n$, however far $n$ is from self-consistency.

**Error.** By (1), for every admissible $D$ the full energy exceeds the tangent functional by $\tfrac12(q-n)^T\gamma(q-n)\ge0$. Taking minima gives $\mathcal U\le U$. Using $D[n]$ as a trial density in the full energy gives

$$U\le E(R,D[n])=\mathcal U+\tfrac12r^T\gamma r.$$

Therefore, for every $n$,

$$0\le U(R)-\mathcal U(R,n)\le\tfrac12\,r^T\gamma\,r. \qquad (4)$$

The error is quadratically bounded, with no assumption that $r$ is small. If a self-consistent $n^*=q[n^*]$ exists, (4) gives $\mathcal U(R,n^*)=U(R)$. The true potential is then the maximum of the shadow potential over $n$.

## Second derivation: level shifts and linear response

**Gradient.** Now start from the solved form

$$\mathcal U=2\sum_{a\,\mathrm{occ}}\varepsilon_a-\tfrac12(n+z)^Tv+V$$

and differentiate the eigenvalue equation:

$$(\partial H-\partial\varepsilon_a\,S-\varepsilon_a\partial S)c_a+(H-\varepsilon_aS)\partial c_a=0.$$

Multiplication by $c_a^T$ removes the last term, leaving $\partial\varepsilon_a=c_a^T(\partial H-\varepsilon_a\partial S)c_a$. Twice the sum over occupied levels is $\mathrm{Tr}[D\,\partial H]-\mathrm{Tr}[Q\,\partial S]$. Adding the derivative of the remaining terms reproduces (3).

**Slope in $n$.** At fixed $R$ only $v$ changes, by $dv=\gamma\,dn$, and the level sum changes by $q^Tdv$. Hence

$$d\mathcal U=\left[q-\tfrac12(n-z)-\tfrac12(n+z)\right]^T\gamma\,dn=r^T\gamma\,dn. \qquad (5)$$

The slope vanishes at self-consistency.

**Response.** Let $\chi=\partial q/\partial v$, so that $\partial q/\partial n=\chi\gamma$. A change $dv$ alters $H$ by matrix elements $\sum_i m_i^{ab}dv_i$, where $m_i^{ab}=\tfrac12[c_{ia}(Sc_b)_i+(Sc_a)_ic_{ib}]$. In the second-order change of the level sum, terms between two occupied levels cancel in pairs. What remains is

$$\tfrac12dv^T\chi\,dv=2\sum_{a\,\mathrm{occ}}\sum_{b\,\mathrm{empty}}\frac{(\sum_im_i^{ab}dv_i)^2}{\varepsilon_a-\varepsilon_b}\le0.$$

So $\chi$ is symmetric and negative semidefinite. It grows without limit if a coupled pair of levels closes the gap.

**Error.** Put $\delta=n-n^*$. Then $r=-(1-\chi\gamma)\delta+O(\delta^2)$. At $n^*$ the tangent touches the full energy, so $\mathcal U(R,n^*)=U(R)$. Integrating (5) along the straight line from $n^*$ to $n$ gives

$$U-\mathcal U=\tfrac12\delta^T\gamma(1-\chi\gamma)\delta+O(\delta^3).$$

Inserting $\delta=-(1-\chi\gamma)^{-1}r$ leaves $(1-\gamma\chi)^{-1}\gamma$ between the two factors of $r$. Since $\gamma^{-1}(1-\gamma\chi)=\gamma^{-1}-\chi$,

$$U-\mathcal U=\tfrac12r^TKr+O(r^3),\qquad K=(\gamma^{-1}-\chi)^{-1}. \qquad (6)$$

For a stiff electron system, $\chi\to0$, one has $K\to\gamma$, and the upper bound in (4) is approached. Let $s$ denote an eigenvalue of $-\chi\gamma$; these are real and nonnegative, because the matrix is similar to $-\gamma^{1/2}\chi\gamma^{1/2}$. Along the corresponding mode the error is the bound divided by $1+s$. To leading order the ratio of error to bound therefore lies between $1/(1+s_{\max})$ and 1.

**Force error.** The potential error is quadratic, but the force error is not. Differentiating (6) at fixed $n$, where $\partial r/\partial R=\partial q/\partial R|_n$, gives $F_{\rm shadow}-F_{\rm BO}=r^TK\,\partial q/\partial R|_n+O(r^2)$. The condition $n^*(R)=q(R,n^*(R))$ gives $\partial q/\partial R|_n=(1-\chi\gamma)\,dn^*/dR$ at $n^*$. Since $K=\gamma(1-\chi\gamma)^{-1}$,

$$F_{\rm shadow}-F_{\rm BO}=r^T\gamma\,\frac{dn^*}{dR}+O(r^2). \qquad (7)$$

## What each derivation assumes

The variational error bound needs $\gamma$ positive semidefinite, and true minima in both problems. It needs neither a small residual nor a gap. It gives an interval, not the error itself. If $\gamma$ has a negative eigenvalue, the tangent need not lie below the energy, and (4) may fail.

The response derivation gives the error itself to leading order. It needs a self-consistent solution, a gap, an invertible $1-\chi\gamma$, and $n$ close to $n^*$. It does not need positive $\gamma$: with the form $K=(1-\gamma\chi)^{-1}\gamma$ the second order survives, though its sign is then open, and $U$ means the energy of the solution being followed.

For the gradient, both routes need a gap. The first rests on stationarity over a fixed set, so it carries over to any method that delivers the same minimizing $D$. The second rests on eigenvalues.

A numerical case separates the two statements. Take six atoms on a line in three short-bonded pairs, each with one orbital and one electron ($z_i=1$). At distance $d$, the overlap is $\exp(-d^2/4\sigma^2)$ with $\sigma=1.2$ bohr, the off-diagonal $H_0$ is $-0.5$ hartree times the overlap, and $\gamma=(d^2+g^{-2})^{-1/2}$ with $g=0.4$ hartree. Site energies alternate between $+0.1$ and $-0.1$ hartree, and neighbours are joined by harmonic bonds. This is a model, not a named material.

The self-consistent potential, reached after 26 diagonalizations with simple mixing to a residual below $10^{-12}$ electron (the six digits shown need only five), is $U=-0.944918$ hartree. Now displace the populations by up to 0.12 electron. On the fourth atom $n=1.2352$ and $q[n]=1.3967$, so $r=0.1615$, the largest component. One diagonalization gives $\mathcal U=-0.947802$ hartree, and

$$U-\mathcal U=-0.944918+0.947802=0.002884\ \text{hartree}.$$

The bound is 0.003865 hartree, so the ratio is 0.75. The largest response eigenvalue is $s_{\max}=0.515$, for which the leading-order range is $1/1.515=0.66$ to 1. Among 300 random $n$ with a spread of 0.3 electron per atom, all satisfy (4), but the ratio falls as low as 0.32. This lies outside the leading-order range: those displacements are too large for (6), while (4) still holds.

Reducing the displacement by factors of ten brings the ratio of the actual error to (6) from 1.0093 to 1.0010 and 1.0001. Between the two smallest displacements the fitted order in $r$ is 2.00 for the potential and 1.01 for the force.

The full energy $E(R,D[n])$ lies above $U$ by $0.003865-0.002884=0.000981$ hartree, so here it is the closer of the two. The advantage of $\mathcal U$ is its gradient. Differentiating $E(R,D[n])=\mathcal U+\tfrac12r^T\gamma r$ at fixed $n$ adds

$$r^T\gamma\,\frac{\partial q}{\partial R}\Big|_n+\tfrac12r^T\,\partial\gamma\,r$$

to (3), and the first term needs the density response. Expression (3) agrees with finite differences of $\mathcal U$ to about $10^{-11}$ hartree/bohr, but misses the gradient of $E(R,D[n])$ by up to 0.010 hartree/bohr, where the largest force is 0.25 hartree/bohr.

## When the auxiliary populations move

An exact gradient at fixed $n$ does not by itself conserve $T+\mathcal U$, with $T$ the nuclear kinetic energy, once $n$ follows the atoms. With $M\ddot R=-\partial\mathcal U/\partial R|_n$, equation (5) gives

$$\frac{d}{dt}(T+\mathcal U)=r^T\gamma\,\dot n.$$

Let $n$ obey $\ddot n=\omega^2r$. Then the right side is $\ddot n^T\gamma\dot n/\omega^2$, and

$$\frac{d}{dt}\left[T+\mathcal U-\frac{\dot n^T\gamma\dot n}{2\omega^2}\right]=-\frac{\dot n^T\dot\gamma\,\dot n}{2\omega^2}. \qquad (8)$$

For $\gamma$ independent of $R$ the bracket is an exact constant of motion, and the forces are conservative in the extended system of $R$ and $n$. The auxiliary variables carry the negative mass $-\gamma/\omega^2$ and sit at a maximum of $\mathcal U$, a combination that, at fixed nuclei, oscillates stably for small displacements. For moving $\gamma$ the right side is of order $\omega^{-2}$. In a high-accuracy integration with $\omega=0.1$ atomic units, $T+\mathcal U$ varies by $1.7\times10^{-6}$ hartree; including both correction terms of (8) reduces the variation to rounding level.

**Time step.** Near $n^*$, $\ddot\delta=-\omega^2(1-\chi\gamma)\delta-\ddot n^*$. The slowly varying solution has $r\approx\ddot n^*/\omega^2$. A start at rest on the ground state adds free oscillations of the same order. With the Verlet rule and $\kappa=\omega^2\Delta t^2$ held fixed, $r$ is thus of order $\Delta t^2$, and by (6) the potential error is of order $\Delta t^4$.

For a free mode, inserting $\delta_k\propto\zeta^k$ into the Verlet rule gives $\zeta+1/\zeta=2-\kappa(1+s)$. Bounded motion requires $\kappa(1+s_{\max})<4$, here $\kappa<4/1.515=2.64$ at the starting geometry. Since $s_{\max}$ changes with $R$ (between about 0.42 and 0.53 along a trajectory of this model), moving nuclei need the smallest limit met, about 2.61. Runs at frozen nuclei 5% below and above this limit stay bounded and grow, respectively.

Trajectories of 23.2 fs with $\kappa=1$ and atoms of mass 20000 electron masses give these root-mean-square values:

| $\Delta t$ (a.u.) | largest component of $r$ | $U-\mathcal U$ (hartree) | change of $T+\mathcal U$ (hartree) |
|---|---|---|---|
| 8 | $2.6\times10^{-4}$ | $1.3\times10^{-8}$ | $5.3\times10^{-5}$ |
| 4 | $6.8\times10^{-5}$ | $7.6\times10^{-10}$ | $1.3\times10^{-5}$ |

Halving the step gives orders 1.97, 4.07 and 2.00. The potential error is far below the energy fluctuation, so the latter does not measure the former. The fluctuation is the Verlet error of the nuclear motion: fully self-consistent forces give the same $1.3\times10^{-5}$ hartree at $\Delta t=4$.

**Reusing the last output.** The simpler choice $n_{k+1}=q[n_k]$ also costs one diagonalization per step. To first order its lag obeys $\delta_{k+1}=\chi\gamma\,\delta_k-\Delta t\,\dot n^*$. If $s_{\max}<1$ this settles at $\delta=-\Delta t(1-\chi\gamma)^{-1}\dot n^*$, so $r=\Delta t\,\dot n^*$, and

$$\frac{d}{dt}(T+\mathcal U)\approx\Delta t\,\dot n^{*T}\gamma\,\dot n^*\ge0.$$

This is systematic heating, although every force is an exact gradient at its own $n$. At $\Delta t=4$ the energy gained relative to the reversible run is $5.01\times10^{-5}$ hartree, against a predicted $5.02\times10^{-5}$ hartree. In this gapped model, over the 23.2 fs tested, one diagonalization per step is therefore enough to avoid this heating when $n$ has its own time-reversible motion. The small $s_{\max}$ belongs to the paired geometry, and a small open gap already changes the picture. With the six atoms evenly spaced at 2.75 bohr the gap is 0.12 hartree and $s_{\max}=1.13$, so reusing the last output no longer settles. For 24 evenly spaced atoms with equal site energies the gap is 0.034 hartree and $s_{\max}=3.5$, so $\kappa=1$ is unstable. If the gap closes, $\chi$ can diverge, the stable range of $\kappa$ then shrinks to zero, and the smoothness behind (3) and (6) is lost. The numerical output below gives the remaining values.

## Numbers as computed

```
Inputs: site energies +/- 0.1 hartree; hopping factor 0.5 hartree
Gaussian width 1.2 bohr; on-site gamma 0.4 hartree
spring 1.0 hartree/bohr^2; mass 20000.0 m_e
bond rest lengths (bohr): [2.35 3.3  2.35 3.3  2.35]
start positions (bohr): [ 0.    2.28  5.45  7.76 10.92 13.25]
self-consistent populations: [0.64996 1.32828 0.64328 1.35519 0.66279 1.36049]
gap at self-consistency = 0.3250 hartree
U = -0.94491777 hartree, 26 diagonalizations (simple mixing)
U by direct orbital minimization = -0.94491777 hartree
trial populations n: [0.74996 1.27828 0.71328 1.23519 0.70279 1.32049]
output populations q[n]: [0.61303 1.35783 0.60676 1.39674 0.65755 1.36808]
shadow potential, one diagonalization = -0.94780185 hartree
tangent functional, direct minimization = -0.94780185 hartree
U - shadow = 2.8841e-03 hartree; upper bound = 3.8651e-03 hartree
shadow forces at trial n (hartree/bohr): [ 0.071082 -0.18999   0.212531 -0.223856  0.253617 -0.123384]
Born-Oppenheimer forces (hartree/bohr): [ 0.074793 -0.195549  0.219583 -0.229175  0.254478 -0.124131]
shadow force minus finite difference: 1.2e-11 hartree/bohr
same force against gradient of E(D[n]): 1.04e-02 hartree/bohr
300 random n: (U-shadow)/bound from 0.319 to 0.989
amplitude, max|r|, U-shadow (hartree), ratio to law, max force error (hartree/bohr)
  0.100  1.615e-01  2.8841e-03  1.00930  7.052e-03
  0.010  1.628e-02  2.8962e-05  1.00095  5.807e-04
  0.001  1.629e-03  2.8974e-07  1.00010  5.679e-05
order in r: potential 2.000, force 1.010
continuous time, omega = 0.1 1/a.u., duration 300 a.u. of time:
  range of T+shadow = 1.741e-06 hartree
  range after full balance = 2.3e-15 hartree
  largest moving-gamma term = 7.95e-08 hartree
s_max = 0.5153; stability limit of kappa = 2.6397
growth in 25 steps at 0.95 / 1.05 of limit: 1.13 / 8.99e+03
trajectories: kappa = 1.0, duration 960.0 a.u. = 23.22 fs
dt (a.u.), rms max|r|, rms U-shadow (hartree), rms change of T+shadow (hartree)
  16  1.063e-03  2.090e-07  2.104e-04
  8  2.642e-04  1.271e-08  5.286e-05
  4  6.750e-05  7.568e-10  1.324e-05
orders in dt from the last two rows: [1.97 4.07 2.  ]
smallest gap on the dt = 4 trajectory = 0.3250 hartree
dt = 4, end minus start of T+shadow: reversible n -4.539e-06 hartree
  n = last output: 4.553e-05 hartree = 1.2390 meV
  excess 5.007e-05 hartree; predicted heating 5.016e-05 hartree
```
